# Hydrogen in a strong magnetic field: total and binding energies

**Question**

I am trying to reproduce a small table for hydrogen in a uniform magnetic field. At "$B=1$" it gives 0.2600 for $2p_0$ and 0.4566 for $2p_{-1}$, in atomic units, with no further explanation. I have three problems.

1. I diagonalized a Hamiltonian without electron spin and got positive energies for both $2p$ states. Does that mean they are not bound? If they are bound, how do my energies relate to the table?
2. One source says that the unit of field is about $2.35\times10^5$ T, another says $4.70\times10^5$ T. Which one belongs to these numbers?
3. The $1s$ state is missing from my table. What are its total and binding energies in the same convention, and what changes if I include spin?

I would like a rule that I can also use for other states, such as $2p_{+1}$.

**Answer**

A positive total energy in a magnetic field does not mean that a state is unbound. It has to be compared with the energy of a free electron in the same field, and that energy is not zero in general. So the Hamiltonian has to be fixed first, then the edge of the continuum.

**The Hamiltonian and the unit of field**

Take a fixed point nucleus, a non-relativistic electron, and a field along $z$. Measure the field by

$$\gamma=\frac{B}{B_0},\qquad B_0=\frac{\hbar}{e a_0^2}=2.3505\times10^5\ \text{T}.$$

The cyclotron energy is then $\hbar eB/m_e=\gamma\,\hbar^2/(m_ea_0^2)$, which is $\gamma$ hartree. From here on the algebra is in atomic units.

The electron has charge $-1$, so its kinetic momentum is $\boldsymbol\pi=\mathbf p+\mathbf A$, with $\mathbf A=\frac{\gamma}{2}(-y,x,0)$. With spin, and with $g=2$,

$$H=\tfrac12(\boldsymbol\sigma\cdot\boldsymbol\pi)^2-\frac1r,\qquad (\boldsymbol\sigma\cdot\boldsymbol\pi)^2=\pi^2+i\boldsymbol\sigma\cdot(\boldsymbol\pi\times\boldsymbol\pi).$$

The cross product does not vanish, because the components of $\boldsymbol\pi$ do not commute:

$$(\boldsymbol\pi\times\boldsymbol\pi)_z=[\pi_x,\pi_y]=[p_x,A_y]+[A_x,p_y]=-i\,\partial_xA_y+i\,\partial_yA_x=-i\gamma .$$

The $x$ and $y$ components are zero, since $\mathbf A$ has no $z$ component and does not depend on $z$. Hence $i\boldsymbol\sigma\cdot(\boldsymbol\pi\times\boldsymbol\pi)=\gamma\sigma_z$, and half of it is $\gamma S_z$.

For $\pi^2$, note that $\nabla\cdot\mathbf A=0$, so $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$ as operators, and

$$\pi^2=p^2+2\mathbf A\cdot\mathbf p+A^2=p^2+\gamma(xp_y-yp_x)+\tfrac14\gamma^2\rho^2,\qquad \rho^2=x^2+y^2 .$$

The bracket is $L_z$. Together,

$$H=\frac{p^2}{2}-\frac1r+\frac{\gamma}{2}L_z+\frac{\gamma^2\rho^2}{8}+\gamma S_z .$$

Without spin, the last term is absent. The quantum numbers $m$ of $L_z$ and $m_s$ of $S_z$ are conserved, because the system is symmetric about $z$ and spin-orbit coupling has been left out. The number $l$ is not conserved, since $\rho^2$ mixes different $l$. A label such as $2p_0$ therefore names the zero-field state from which the level grows.

**Where the continuum begins**

Let the electron move far away along $z$. The Coulomb term vanishes there, and what remains is free motion along $z$, with energy $p_z^2/2\ge0$, plus transverse motion in the field. The continuum at given $m$ starts at the lowest transverse level with that $m$.

Write $k=|m|$ and try the radial function $f=\rho^k e^{-\gamma\rho^2/4}$. Its derivatives are

$$f'=\Big(\frac k\rho-\frac{\gamma\rho}{2}\Big)f,\qquad f''=\Big[\Big(\frac k\rho-\frac{\gamma\rho}{2}\Big)^2-\frac{k}{\rho^2}-\frac\gamma2\Big]f .$$

In the radial Laplacian the terms in $1/\rho^2$ cancel:

$$f''+\frac{f'}{\rho}-\frac{k^2}{\rho^2}f=\Big[\frac{\gamma^2\rho^2}{4}-\gamma(k+1)\Big]f .$$

Multiplying by $-\frac12$ gives $-\gamma^2\rho^2/8+\gamma(k+1)/2$. The first part cancels the diamagnetic term of $H$. So $f$ is an eigenfunction, with energy $\gamma(|m|+1)/2$, to which the orbital Zeeman term adds $\gamma m/2$.

It is also the lowest one. Since $f>0$ for $\rho>0$, any other real radial function can be written as $F=fh$. Inserting this in the energy integral and integrating the cross term $2ff'hh'$ by parts gives

$$\langle F|h_m|F\rangle=\varepsilon_m\int_0^\infty F^2\rho\,d\rho+\frac12\int_0^\infty f^2h'^2\rho\,d\rho ,$$

where $h_m$ is the transverse Hamiltonian at fixed $m$ and $\varepsilon_m$ is the energy just found. The last integral cannot be negative. With spin included, the edge is

$$E_{\rm thr}(m,m_s)=\frac\gamma2\,(|m|+m+1)+\gamma m_s .$$

For $m\le0$ we have $|m|+m=0$, so the spinless edge is $\gamma/2$ for $1s$, $2p_0$ and $2p_{-1}$ alike. At $\gamma=1$ this is 13.6057 eV. A positive total energy below this value belongs to a bound state, which answers your first question in principle.

**From total to binding energy**

Define the binding energy as the distance to the edge with the same $m$ and the same spin:

$$E_b=E_{\rm thr}(m,m_s)-E .$$

The spin term $\gamma m_s$ is contained in both quantities on the right and drops out. Binding energies are thus the same with and without spin. Total energies are not. For $m\le0$,

$$E_{\text{no spin}}=\frac\gamma2-E_b,\qquad E_\downarrow=-E_b,\qquad E_\uparrow=\gamma-E_b .$$

The middle relation explains why some tables seem to need no threshold at all. For spin down, the spin energy $-\gamma/2$ cancels the zero-point energy $+\gamma/2$ of the transverse motion, and the edge sits at zero.

**Which kind of energy are 0.2600 and 0.4566?**

One reading can be excluded by hand. Suppose 0.4566 were the spinless total energy of $2p_{-1}$ at $\gamma=1$. This is the lowest state with $m=-1$, so any trial function with $m=-1$ gives an upper bound to its energy. Take $\psi\propto r e^{-r}Y_{1,-1}$, that is $u=r\psi_{\rm rad}=r^2e^{-r}$. With $\int_0^\infty r^ne^{-2r}dr=n!/2^{n+1}$,

$$\int u^2=\frac34,\qquad \Big\langle\frac1r\Big\rangle=\frac{3/8}{3/4}=\frac12,\qquad \langle r^2\rangle=\frac{45/8}{3/4}=\frac{15}{2} .$$

The kinetic energy is $\int(\frac12u'^2+u^2/r^2)\,dr$ divided by $\int u^2$, which is $(\frac18+\frac14)/\frac34=\frac12$. Since $|Y_{1,-1}|^2\propto\sin^2\theta$, the mean of $\sin^2\theta$ is $\frac45$, so $\langle\rho^2\rangle=6$. Then

$$E_{\text{no spin}}\le\frac12-\frac12-\frac12+\frac68=\frac14 .$$

The four terms are kinetic, Coulomb, orbital Zeeman and diamagnetic. A spinless total energy of 0.4566 is impossible. The same bound lies below the edge $\frac12$, so the state is certainly bound.

To settle the values themselves, $H$ has to be diagonalized. I used spherical harmonics with fixed $m$ and $l$ in steps of two (because $\rho^2$ couples $l$ to $l$ and $l\pm2$), ten values of $l$ in all, each with thirty radial functions $u_n\propto r\,L_n^{(2)}(\lambda r)\,e^{-\lambda r/2}$, where $L_n^{(2)}$ are Laguerre polynomials and $\lambda=2.5$. At $\gamma=1$ the lowest spinless total energies are

- $1s$: $-0.3312$ hartree,
- $2p_0$: $+0.2400$ hartree,
- $2p_{-1}$: $+0.0434$ hartree.

Subtracting them from the edge $\gamma/2=0.5$ gives

$$E_b(1s)=0.8312,\qquad E_b(2p_0)=0.2600,\qquad E_b(2p_{-1})=0.4566 .$$

Your table therefore lists binding energies in hartree, with the field in units of $B_0=2.3505\times10^5$ T.

**The same states in eV**

At $\gamma=1$ the cyclotron energy is 27.2114 eV. The binding energies are 22.6173 eV for $1s$, 7.0751 eV for $2p_0$ and 12.4246 eV for $2p_{-1}$. For $2p_{-1}$ the conversion reads

$$E_{\text{no spin}}=13.6057-12.4246=1.181\ \text{eV},\qquad E_\uparrow=27.2114-12.4246=14.787\ \text{eV}.$$

The other two states follow in the same way:

| State | $E_b$ | no spin | spin down | spin up |
|---|---|---|---|---|
| $1s$ | 22.617 | −9.012 | −22.617 | 4.594 |
| $2p_0$ | 7.075 | 6.531 | −7.075 | 20.136 |
| $2p_{-1}$ | 12.425 | 1.181 | −12.425 | 14.787 |

All entries are in eV. Each row describes one orbital state, and the last three columns differ by the spin energy alone. The spin-up $1s$ state has a positive energy and lies above the spin-down edge at zero. It is still bound in this model, because nothing in $H$ flips the spin.

The last two decimals hold for this model and are not a prediction for a real atom. With the measured $g=2.0023$, the spin term becomes $\frac g2\gamma m_s$, and the spin-down edge for $m\le0$ moves from zero to $\frac\gamma2-\frac{g\gamma}{4}$, or $-0.016$ eV. The total energy moves with it, so $E_b$ stays as it was, but "total equals minus binding" then holds only up to this shift. The motion of the nucleus is left out as well. For an atom at rest, the finite proton mass raises the $m=-1$ edge above the $m=0$ edge by $\gamma\,m_e/M_p$ hartree, or 0.015 eV at $\gamma=1$. It also lowers the three binding energies by up to 0.005 eV and moves the $1s\to2p_{-1}$ line found below from 10.193 to about 10.20 eV.

**A missing orbital Zeeman term**

Some calculations omit $\gamma m/2$, since it is a constant at fixed $m$. For $1s$ and $2p_0$ nothing changes. For $2p_{-1}$ the omitted term is $-\gamma/2$, so the energy without it is higher by $\gamma/2$:

$$E'=\Big(\frac\gamma2-E_b\Big)+\frac\gamma2=\gamma-E_b=14.787\ \text{eV}.$$

The edge must be treated in the same way. Without the Zeeman term it is $\gamma(|m|+1)/2=\gamma$, and $\gamma-E'=E_b$ as it should be. If you subtract $E'$ from the edge $\gamma/2$ instead, you get $13.6057-14.787=-1.181$ eV, and a well-bound state looks unbound.

The value 14.787 eV is also the spin-up total energy in the table. The two agree because dropping the orbital term of an $m=-1$ state and adding the energy of an upward spin both raise the energy by $\gamma/2$. The $2p_{-1}$ value alone therefore cannot tell you which convention was used. The $2p_0$ entry can: it changes with spin but not with the orbital term.

**The other unit of field**

The second unit is $2B_0=4.7010\times10^5$ T. With $\beta=B/(2B_0)=\gamma/2$, the Hamiltonian reads

$$H=\frac{p^2}{2}-\frac1r+\beta L_z+\frac{\beta^2\rho^2}{2}+2\beta S_z ,$$

still in hartree. If the energy is measured in rydberg, every term is doubled, and the diamagnetic term becomes $\beta^2\rho^2$. These are two separate factors of two: one changes the physical field to which "1" refers, the other merely rescales the energies.

"Field 1" in the second unit means $\gamma=2$. The same diagonalization gives binding energies there of 27.82 eV for $1s$, 8.10 eV for $2p_0$ and 16.32 eV for $2p_{-1}$. They are larger than at $\gamma=1$ by factors of about 1.2, 1.1 and 1.3. Since these factors differ, a wrong field unit cannot be repaired by rescaling the energies. Your two numbers fit $\gamma=1$ and not $\gamma=2$.

**Using weak fields to identify a convention**

If a table also covers small fields, the starting value and the slope of a column help to identify the convention. For $\gamma\to0$ the diamagnetic term can be treated to first order with field-free wave functions. These have $\langle r^2\rangle=3$ for $1s$ and $30$ for $2p$, and the mean of $\sin^2\theta$ is $\frac23$, $\frac25$ and $\frac45$ for $1s$, $2p_0$ and $2p_{-1}$. So $\langle\rho^2\rangle=2$, $12$ and $24$, and the spinless total energies are

$$-\frac12+\frac{\gamma^2}{4},\qquad -\frac18+\frac{3\gamma^2}{2},\qquad -\frac18-\frac\gamma2+3\gamma^2 .$$

Subtracting each from $\gamma/2$,

$$E_b(1s)\approx\frac12+\frac\gamma2-\frac{\gamma^2}{4},\quad E_b(2p_0)\approx\frac18+\frac\gamma2-\frac{3\gamma^2}{2},\quad E_b(2p_{-1})\approx\frac18+\gamma-3\gamma^2 .$$

A $1s$ column that starts at $\frac12$ and rises with slope $\frac12$ holds binding energies in hartree against $\gamma$. With slope 1 it is plotted against $\beta$. If it starts at 1, the energies are in rydberg. A column that starts at $-\frac12$ with zero slope holds spinless total energies in hartree. Its field unit shows only in the curvature, because the quadratic term is $\gamma^2/4=\beta^2$.

For $1s$ and $2p_0$ the linear growth of $E_b$ comes from the rising edge alone: the free electron has to pay the transverse zero-point energy $\gamma/2$, whereas the total energy of the bound state has no linear term. For $2p_{-1}$ the orbital Zeeman term also lowers the level by $\gamma/2$, which doubles the slope.

These expansions cannot be used at $\gamma=1$, where the last two would give negative binding energies and the first gives 0.75 instead of 0.8312. The reason is one of size. The magnetic length $\sqrt{\hbar/(eB)}=a_0/\sqrt\gamma$ is 0.5292 Å at $\gamma=1$, equal to the Bohr radius, while the field-free $2p_{-1}$ state has $\langle\rho^2\rangle=24\,a_0^2$. The field is then no small correction to that state.

**The state $2p_{+1}$, and transitions**

Apart from the orbital Zeeman term, $H$ depends on $m$ through $m^2$. Hence $E(2p_{+1})=E(2p_{-1})+\gamma$, which is 28.392 eV without spin. The edge for $m=+1$ is $3\gamma/2$, also higher by $\gamma$, so the binding energy is again 12.425 eV. Measured from the lowest edge $\gamma/2$, the state lies 14.787 eV up in the continuum of the $m\le0$ channels. In this model it does not decay into them, because $m$ is conserved. A perturbation that breaks the axial symmetry could open that path.

For transition energies between states $i$ and $f$, the definition of $E_b$ gives

$$E_f-E_i=\big(E_{{\rm thr},f}-E_{{\rm thr},i}\big)+E_{b,i}-E_{b,f}.$$

With equal spin and $m\le0$ the bracket vanishes, and binding energies can be subtracted directly:

$$1s\to2p_0:\ 22.6173-7.0751=15.542\ \text{eV},\qquad 1s\to2p_{-1}:\ 22.6173-12.4246=10.193\ \text{eV}.$$

For $1s\to2p_{+1}$ the bracket equals $\gamma$, and the result is $27.2114+22.6173-12.4246=37.404$ eV. Leaving out the bracket would give the energy of the $2p_{-1}$ line instead. Such differences do not depend on whether spin was included, as long as both states have the same spin. They can therefore be used to compare two tables that seem to disagree, provided that both tables refer to the same physical field and the same energy unit, and that either they treat the orbital Zeeman term alike or both states have the same $m$.
